# Electron sheet density that offsets the fault energy in 4H-SiC: a program that tests the result

```python
"""
Result under test: a planar fault that traps electrons in an n-type crystal has
    gamma_eff = gamma0 - Pi(sigma,T) - integral(eps F^2 dz),
so trapping offsets the structural energy when the last two terms equal gamma0.
gamma0: structural energy per area; sigma: trapped electrons per area;
Pi: pressure of the two-dimensional gas; F: field; eps: permittivity;
u: upward band bending (u0 at the fault); N: donor density;
depth: subband depth below the local conduction edge; mu: bulk Fermi level
measured from the bulk conduction edge. Internal units: eV and nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import erf, expit, spence, xlogy

# Rough typical inputs for a double Shockley fault in 4H-SiC
GAMMA_MJ, DEPTH, SHALLOW, TEMP = 15.0, 0.60, 0.25, 1300.0
EPS_R = 10.0
M_A, M_B, M_Z = 0.58, 0.31, 0.33       # two basal masses, c-axis mass
G = 6                                  # spin 2 times three valleys

KB = sc.k / sc.e
HB2 = sc.hbar**2 / sc.m_e / sc.e * 1e18          # hbar^2/m_e, eV nm^2
Q = sc.e / (sc.epsilon_0 * EPS_R) * 1e9          # e^2/eps, eV nm
GAMMA = GAMMA_MJ * 1e-3 / sc.e * 1e-18           # eV/nm^2
M2 = np.sqrt(M_A * M_B)
M3 = (M_A * M_B * M_Z)**(1 / 3)
DOS = G * M2 / (2 * np.pi * HB2)                 # 1/(eV nm^2)
XG, WG = np.polynomial.legendre.leggauss(160)


def band_density(T):
    return G * (M3 * KB * T / (2 * np.pi * HB2))**1.5


def reservoir(N, T, donor_level=None):
    """Fermi level and sheet density sustained by bending u."""
    kt, nc = KB * T, band_density(T)
    if donor_level is None:
        free, a = N, 0.0
    else:
        c = 2 / nc * np.exp(donor_level / kt)
        free = (np.sqrt(1 + 4 * c * N) - 1) / (2 * c)
        a = c * free

    def sheet(u):
        x = np.asarray(u) / kt
        w = kt * (N * x + free * np.expm1(-x)
                  - N * np.log((1 + a) / (1 + a * np.exp(-x))))
        return np.sqrt(8 * np.maximum(w, 0) / Q)
    return kt * np.log(free / nc), sheet


def pressure(eta, T):
    return -DOS * (KB * T)**2 * spence(1 + np.exp(eta))


def equilibrium(N, depth, T, donor_level=None):
    kt = KB * T
    mu, sheet = reservoir(N, T, donor_level)

    def mismatch(u):
        return sheet(u) - DOS * kt * np.logaddexp(0, (mu + depth - u) / kt)
    u0 = brentq(mismatch, 0, max(mu + depth, 0) + 40 * kt, xtol=1e-13)
    eta = (mu + depth - u0) / kt
    stress = u0 / 2 * np.sum(WG * sheet(u0 * (XG + 1) / 2))
    return dict(sigma=float(sheet(u0)), u0=u0, eta=eta, mu=mu,
                gas=pressure(eta, T), stress=stress)


def effective(N, depth, T, donor_level=None, gamma=GAMMA):
    s = equilibrium(N, depth, T, donor_level)
    return gamma - s["gas"] - s["stress"]


def threshold(depth, T, donor_level=None, gamma=GAMMA):
    return np.exp(brentq(lambda x: effective(np.exp(x), depth, T,
                                             donor_level, gamma),
                         np.log(1e-3), np.log(0.3)))


def gas_free_energy(sigma, T):
    """Energy minus T times entropy, from the level occupations."""
    kt = KB * T
    eta = np.log(np.expm1(sigma / (DOS * kt)))
    top = max(eta, 0) + 40
    x = top * (XG + 1) / 2
    f, hole = expit(eta - x), expit(x - eta)
    dens = x * f + xlogy(f, f) + xlogy(hole, hole)
    return DOS * kt**2 * top / 2 * np.sum(WG * dens), kt * eta


def minimise_profile(N, depth, T, length=15.0, cells=250):
    """Direct minimum of the free-energy functional over n(z)."""
    kt, nc, h = KB * T, band_density(T), length / cells
    mu = kt * np.log(N / nc)
    weight = np.ones(cells)
    weight[0] = 0.5
    scale = 1000.0

    def functional(y):
        n = N * np.exp(y)
        missing = np.cumsum(((N - n) * h)[::-1])[::-1]
        sigma = max(2 * missing[0], 1e-9)
        f2, mu2 = gas_free_energy(sigma, T)
        bulk = 2 * h * np.sum(kt * (n * np.log(n / nc) - n) - mu * n + kt * N)
        field = Q * h * np.sum(weight * missing**2)
        value = bulk + field + f2 - (depth + mu) * sigma
        slope = 2 * h * (kt * np.log(n / nc) - mu
                         - Q * h * np.cumsum(weight * missing)
                         - (mu2 - depth - mu))
        return scale * value, scale * slope * n

    z = (np.arange(cells) + 0.5) * h
    res = minimize(functional, -4 * np.exp(-(z / 3)**2), jac=True,
                   method="L-BFGS-B", bounds=[(-60, 0)] * cells,
                   options=dict(maxiter=8000, maxfun=12000, maxcor=30,
                                ftol=1e-15, gtol=1e-8))
    sigma = 2 * h * np.sum(N - N * np.exp(res.x))
    return res.fun / scale, sigma


kt = KB * TEMP
N_star = threshold(DEPTH, TEMP)
st = equilibrium(N_star, DEPTH, TEMP)
sig, u0 = st["sigma"], st["u0"]

# Theorem against direct minimisation, deep and shallow wells
direct, direct_sigma = minimise_profile(N_star, DEPTH, TEMP)
assert abs(direct + GAMMA) < 4e-3 * GAMMA
assert abs(direct_sigma / sig - 1) < 5e-3
direct_shallow, _ = minimise_profile(N_star, SHALLOW, TEMP)
gamma_shallow = effective(N_star, SHALLOW, TEMP)
assert abs(GAMMA + direct_shallow - gamma_shallow) < 4e-3 * GAMMA
assert gamma_shallow > 0

# Depth derivative of the directly minimised energy
step = 0.02
slope = (minimise_profile(N_star, DEPTH + step, TEMP)[0]
         - minimise_profile(N_star, DEPTH - step, TEMP)[0]) / (2 * step)
assert abs(-slope / sig - 1) < 8e-3

# Heavier doping lowers the effective energy at fixed depth
scan = [effective(n, DEPTH, TEMP) for n in np.geomspace(0.003, 0.1, 12)]
assert np.all(np.diff(scan) < 0)


# Low-temperature cubic law against minimisation of the energy
def cold_energy(s, gain):
    w = s / (2 * N_star)
    z = w * (XG + 1) / 2
    field_energy = w / 2 * np.sum(WG * Q * (N_star * (w - z))**2)
    return -gain * s + s**2 / (2 * DOS) + field_energy


def cold_minimum(gain):
    return minimize_scalar(cold_energy, bounds=(1e-6, 2), args=(gain,),
                           method="bounded", options=dict(xatol=1e-10))


cold_gain = brentq(lambda a: cold_minimum(a).fun + GAMMA, 0.05, 3)
cold_sigma = brentq(lambda s: s**2 / (2 * DOS) + Q * s**3 / (12 * N_star)
                    - GAMMA, 1e-6, 3)
assert abs(cold_minimum(cold_gain).x / cold_sigma - 1) < 1e-4


# Depletion approximation at the working temperature
def depletion_balance(s):
    eta = np.log(np.expm1(s / (DOS * kt)))
    return pressure(eta, TEMP) + Q * s**3 / (12 * N_star) - GAMMA


dep_sigma = brentq(depletion_balance, 1e-5, 3)
assert abs(dep_sigma / sig - 1) < 0.08

# Sizes of neglected effects
width = sig / (2 * N_star)
kappa = np.sqrt(2 * M_Z * DEPTH / HB2)


def spread_change(z):
    sharp = sig / 2 - N_star * z
    return Q * ((sharp - sig / 2 * np.exp(-2 * kappa * z))**2 - sharp**2)


thick = quad(spread_change, 0, width)[0]
a_x = M2 * kt / HB2
exchange = -sig**2 / (2 * G) * Q / 2 * np.sqrt(np.pi / a_x) / 2
hole_integral = quad(lambda r: 2 * np.pi * r * Q / (4 * np.pi * r)
                     * np.exp(-a_x * r * r), 1e-12, 12 / np.sqrt(a_x))[0]
assert abs(exchange / (-sig**2 / (2 * G) * hole_integral) - 1) < 1e-6
N_corr = threshold(DEPTH, TEMP, gamma=GAMMA + thick + exchange)
donor_level = 0.08
N_donor = threshold(DEPTH, TEMP, donor_level)
debye = np.sqrt(kt / (Q * N_star))
v_rms = Q / (4 * np.pi) * np.sqrt(2 * np.pi * N_star * debye)
fermi_shift = kt * N_star / band_density(TEMP) / 2**1.5
second_gap = 0.12
second_shift = -kt * np.log1p(np.exp(-second_gap / kt))


def well_sum(x):
    """Change of the one-dimensional partition sum by a narrow well."""
    return 0.5 * (np.exp(x) * (1 + erf(np.sqrt(x))) - 1)


pts, box = 1001, 40.0
hb = box / (pts + 1)
diag, off = np.full(pts, 2 / hb**2), np.full(pts - 1, -1 / hb**2)
free_levels = eigvalsh_tridiagonal(diag, off)
diag[pts // 2] -= 2 / hb                         # bound level at -1
well_levels = eigvalsh_tridiagonal(diag, off)
box_sum = np.sum(np.exp(-well_levels)) - np.sum(np.exp(-free_levels))
assert abs(box_sum / well_sum(1.0) - 1) < 5e-3
x_b = DEPTH / kt
continuum = well_sum(x_b) / np.exp(x_b) - 1

polar, fault_width = 0.01, 1.5                   # C/m^2, nm; rough
v_step = polar * fault_width * 1e-9 / (sc.epsilon_0 * EPS_R)
_, sheet = reservoir(N_star, TEMP)
polar_change = (sheet(u0 + v_step / 2) + sheet(u0 - v_step / 2)) / (2 * sig) - 1
gap_hot = 2.9                                    # eV, rough hot gap
holes = band_density(TEMP)**2 * np.exp(-gap_hot / kt) / N_star

S, V = 1e14, 1e21                                # to cm^-2 and cm^-3
print(f"Input structural energy: {GAMMA_MJ:.1f} mJ/m2 = {GAMMA:.4f} eV/nm2")
print(f"Input depths, deep and shallow: {DEPTH:.2f}, {SHALLOW:.2f} eV")
print(f"Input temperature: {TEMP:.0f} K; kT = {kt:.4f} eV")
print(f"Input relative permittivity: {EPS_R:.1f}")
print(f"Input masses a, b, c: {M_A:.2f}, {M_B:.2f}, {M_Z:.2f} m_e; g = {G}")
print(f"Basal mean mass: {M2:.3f} m_e; bulk mean mass: {M3:.3f} m_e")
print(f"e^2/eps: {Q:.4f} eV nm")
print(f"Subband density of states: {DOS:.3f} 1/(eV nm2)")
print(f"Bulk band density: {band_density(TEMP)*V:.3e} cm^-3")
print(f"Threshold doping: {N_star*V:.3e} cm^-3")
print(f"Offset sheet density: {sig*S:.3e} cm^-2 = {sig:.4f} nm^-2")
print(f"Bulk Fermi level from conduction edge: {st['mu']:.4f} eV")
print(f"Band bending at fault: {u0:.4f} eV")
print(f"Reduced subband Fermi level eta: {st['eta']:.4f}")
print(f"Trapped level from bulk conduction edge: {u0-DEPTH:.4f} eV")
print(f"Gas pressure term: {st['gas']:.5f} eV/nm2")
print(f"Field stress term: {st['stress']:.5f} eV/nm2")
print(f"Net gain per trapped electron: {GAMMA/sig:.4f} eV")
print(f"Naive density gamma0/depth: {GAMMA/DEPTH*S:.3e} cm^-2")
print(f"Depletion-formula density: {dep_sigma*S:.3e} cm^-2")
print(f"Cold cubic-law density, same doping: {cold_sigma*S:.3e} cm^-2")
print(f"Direct minimum plus gamma0: {(direct+GAMMA)/GAMMA*100:.3f} % of gamma0")
print(f"Direct sheet density: {direct_sigma*S:.3e} cm^-2")
print(f"Minus depth derivative, direct: {-slope*S:.3e} cm^-2")
print(f"Shallow well, effective energy: {gamma_shallow/GAMMA*GAMMA_MJ:.2f} mJ/m2")
for n_cm in (1e19, 3e19, 1e20):
    n = n_cm / V
    need = brentq(lambda d: effective(n, d, TEMP), 0, 4)
    s_need = equilibrium(n, need, TEMP)["sigma"]
    print(f"Doping {n_cm:.0e} cm^-3: offset density {s_need*S:.3e} cm^-2, "
          f"depth needed {need:.3f} eV")
print(f"Field beside sheet: {Q*sig/2*10:.2f} MV/cm")
print(f"Depletion width per side: {width:.2f} nm; Debye length: {debye:.2f} nm")
print(f"Mean donor spacing: {N_star**(-1/3):.2f} nm")
print(f"Random donor potential, rms estimate: {v_rms:.3f} eV")
print(f"Sheet thickness effect: {thick/GAMMA*100:.1f} % of gamma0")
print(f"Exchange, classical estimate: {exchange/GAMMA*100:.1f} % of gamma0")
print(f"Threshold with thickness and exchange: {N_corr*V:.3e} cm^-3")
print(f"Threshold with {donor_level*1000:.0f} meV donor level: "
      f"{N_donor*V:.3e} cm^-3")
print(f"Fermi-level shift, bulk degeneracy: {fermi_shift*1000:.1f} meV")
print(f"Fermi-level shift, second minimum at {second_gap:.2f} eV: "
      f"{second_shift*1000:.1f} meV")
print(f"Continuum correction to well occupation: {continuum*100:.2f} %")
print(f"Polarisation input: {polar:.2f} C/m2 over {fault_width:.1f} nm")
print(f"Polarisation step: {v_step:.3f} eV; sheet change at fixed mean "
      f"bending: {polar_change*100:.2f} %")
print(f"Hole density for {gap_hot:.1f} eV gap, equal band densities: "
      f"{holes*V:.1e} cm^-3")
print("all good")
```

Printed output:

```
Input structural energy: 15.0 mJ/m2 = 0.0936 eV/nm2
Input depths, deep and shallow: 0.60, 0.25 eV
Input temperature: 1300 K; kT = 0.1120 eV
Input relative permittivity: 10.0
Input masses a, b, c: 0.58, 0.31, 0.33 m_e; g = 6
Basal mean mass: 0.424 m_e; bulk mean mass: 0.390 m_e
e^2/eps: 1.8095 eV nm
Subband density of states: 5.314 1/(eV nm2)
Bulk band density: 1.654e+20 cm^-3
Threshold doping: 3.039e+19 cm^-3
Offset sheet density: 2.275e+13 cm^-2 = 0.2275 nm^-2
Bulk Fermi level from conduction edge: -0.1898 eV
Band bending at fault: 0.4959 eV
Reduced subband Fermi level eta: -0.7649
Trapped level from bulk conduction edge: -0.1041 eV
Gas pressure term: 0.02802 eV/nm2
Field stress term: 0.06560 eV/nm2
Net gain per trapped electron: 0.4116 eV
Naive density gamma0/depth: 1.560e+13 cm^-2
Depletion-formula density: 2.352e+13 cm^-2
Cold cubic-law density, same doping: 2.600e+13 cm^-2
Direct minimum plus gamma0: 0.003 % of gamma0
Direct sheet density: 2.275e+13 cm^-2
Minus depth derivative, direct: 2.275e+13 cm^-2
Shallow well, effective energy: 10.09 mJ/m2
Doping 1e+19 cm^-3: offset density 1.663e+13 cm^-2, depth needed 0.925 eV
Doping 3e+19 cm^-3: offset density 2.267e+13 cm^-2, depth needed 0.603 eV
Doping 1e+20 cm^-3: offset density 3.064e+13 cm^-2, depth needed 0.330 eV
Field beside sheet: 2.06 MV/cm
Depletion width per side: 3.74 nm; Debye length: 1.43 nm
Mean donor spacing: 3.20 nm
Random donor potential, rms estimate: 0.075 eV
Sheet thickness effect: -7.6 % of gamma0
Exchange, classical estimate: -4.7 % of gamma0
Threshold with thickness and exchange: 2.464e+19 cm^-3
Threshold with 80 meV donor level: 3.855e+19 cm^-3
Fermi-level shift, bulk degeneracy: 7.3 meV
Fermi-level shift, second minimum at 0.12 eV: -33.0 meV
Continuum correction to well occupation: -0.29 %
Polarisation input: 0.01 C/m2 over 1.5 nm
Polarisation step: 0.169 eV; sheet change at fixed mean bending: -0.54 %
Hole density for 2.9 eV gap, equal band densities: 5.2e+09 cm^-3
all good
```
